High-Injection Lifetime of a PiN Diode from Open-Circuit Voltage Decay

**Problem**

A silicon PiN diode at 300 K has a lightly n-doped base between a p+ emitter on the left and an n+ emitter on the right. The base has width W = 60 µm and doping N_D = 10¹⁴ cm⁻³. A forward current of 50 A/cm² fills it with electrons and holes, and the circuit is then opened. After a short transient the terminal voltage falls along a straight line with slope −52 mV/µs. The slope is read where the voltage is 0.714 V.

(a) Find the high-injection lifetime τ_HL of the base. (b) Decide whether the straight line by itself proves high injection. (c) Estimate how far the neglected effects move the answer.

The algebra uses atomic units, e = ħ = m_e = 4πε₀ = 1, and T stands for k_BT. A voltage and an energy per electron are then the same quantity. Numbers are given in engineering units. The material parameters are rough typical values for silicon: intrinsic density n_i = 10¹⁰ cm⁻³, mobilities μ_n = 1300 and μ_p = 450 cm²/Vs, and relative permittivity ε_r = 11.7.

**First estimate by scaling**

Carrier densities depend exponentially on energy divided by T. When the density falls by a factor e, the voltage should therefore fall by an amount of order T. With recombination alone, that fall in density takes about one lifetime. Hence

|dV/dt| ~ T/τ,  τ ~ T/|dV/dt| = 25.852 mV / (52 mV/µs) ≈ 0.50 µs.

The order of magnitude is fixed, but a numerical factor is not. To find it, we must know how many carrier densities change with the voltage and which lifetime governs them.

**Exact solution within the model**

*Voltage and density.* Let F_n and F_p be the electron and hole quasi-Fermi energies, and E_i the local intrinsic level. For non-degenerate carriers

n = n_i exp[(F_n − E_i)/T],  p = n_i exp[(E_i − F_p)/T].

Multiplication removes E_i:

np = n_i² exp(S/T),  S = F_n − F_p.

Each metal contact takes the quasi-Fermi energy of the local majority carriers. The terminal voltage is thus F_n at the n+ side minus F_p at the p+ side, which is positive in forward bias. If the plasma is uniform and no current flows, both quasi-Fermi energies are flat and V = S.

Let Δ be the density of excess pairs. Neutrality of the base gives p = Δ and n = N_D + Δ, where the tiny equilibrium hole density is dropped. Therefore

V = T ln[Δ(N_D + Δ)/n_i²].

Differentiating the two factors in the logarithm gives

dV/dt = T [1/Δ + 1/(N_D + Δ)] dΔ/dt
= T (N_D + 2Δ)/[Δ(N_D + Δ)] · dΔ/dt.

*Recombination.* Let recombination pass through traps, a fraction f of which hold an electron. Neglect re-emission from the traps, which is justified for levels deep in the gap, and let the trap density be small enough that trapped charge does not disturb neutrality. Electrons are captured at the rate n(1 − f)/τ_n and holes at the rate pf/τ_p. The occupation adjusts until the two rates are equal:

n(1 − f)/τ_n = pf/τ_p,  so f = (n/τ_n)/(n/τ_n + p/τ_p).

The common rate is

U = pf/τ_p = np/(τ_p n + τ_n p) = Δ(N_D + Δ)/[τ_p(N_D + Δ) + τ_nΔ].

In an open circuit no hole leaves through the terminals, provided that recombination at the metal contacts is negligible. The total number of holes then falls through recombination alone. If the base dominates both the stored charge and the recombination, dΔ/dt = −U. Insert this in dV/dt; the factor Δ(N_D + Δ) cancels:

|dV/dt| = T (N_D + 2Δ)/[τ_p(N_D + Δ) + τ_nΔ].  (1)

For Δ ≫ N_D this becomes

|dV/dt| = 2T/(τ_p + τ_n) = 2T/τ_HL,  τ_HL = τ_p + τ_n.  (2)

The high-injection lifetime is the sum of the two capture times because, with n = p, filling and emptying of the traps act in series: each recombination needs one capture of each kind. The factor 2 appears because both n and p fall with Δ.

*Result for (a).* At 300 K, 2T corresponds to 51.704 mV, so

τ_HL = 51.704 mV / (52 mV/µs) = 0.994 µs.

This is about 1 µs, or 4.11 × 10¹⁰ atomic units of time.

The density at the reading confirms the regime. For Δ ≫ N_D the voltage formula gives

Δ = n_i exp(V/2T) = 10¹⁰ cm⁻³ × exp(714/51.704) ≈ 10¹⁶ cm⁻³,

which is a hundred times N_D.

**Does a straight line prove high injection?**

For Δ ≪ N_D, equation (1) tends to T/τ_p: only the minority density then changes appreciably, and its lifetime is τ_p. If τ_p = τ_n = τ_HL/2, this limit is T/τ_p = 2T/τ_HL. In fact (1) then equals 2T/τ_HL at every Δ, because its denominator is τ_p(N_D + 2Δ). The answer to (b) is therefore no. Separate evidence that Δ exceeds N_D is needed; here the voltage supplies it.

Unequal capture times do change the slope. Take τ_p = 0.3 µs and τ_n = 0.7 µs, so that τ_HL is 1 µs, and let Δ = 3 × 10¹³ cm⁻³. Then (1) gives

25.852 mV × 1.6/(0.3 × 1.3 + 0.7 × 0.3) µs⁻¹ = 68.9 mV/µs,

where the densities are in units of 10¹⁴ cm⁻³. The low-injection limit of (1) would be 86.2 mV/µs. A real diode need not reach it: at still lower densities the changing charge of the junctions, which (1) omits, is no longer negligible and slows the fall of the voltage.

These statements were tested by solving the nonlinear Poisson equation through both emitters and the base, with flat quasi-Fermi energies, and then applying hole balance to the whole structure. That calculation includes the charge of the junctions. At Δ = 3 × 10¹³ cm⁻³ it gives 68.3 mV/µs for the unequal times. For equal times of 0.5 µs it gives 51.4 mV/µs, close to the high-injection value of 51.7 mV/µs although the base is not in high injection. At Δ = 10¹⁶ cm⁻³, with the unequal times, it gives 51.80 mV/µs. Flat quasi-Fermi energies spread the effect of the junction over the whole base, although it acts at the p+ edge and the hole diffusion length is shorter than W. When they are free to vary during the decay, the two slopes at 3 × 10¹³ cm⁻³ are about 67.3 and 51.0 mV/µs. The slope for the unequal times then peaks near 73 mV/µs, and that for the equal times falls to about 50 mV/µs at 10¹³ cm⁻³ and 40 mV/µs at 10¹² cm⁻³, so the straight line does not extend far into low injection.

**When the plasma is not uniform**

The on-state plasma is denser near the emitters, so the use of a uniform Δ needs justification. In high injection n = p, and the electron and hole currents are μ_n nF_n′ and μ_p nF_p′, where a prime means d/dx. Their sum vanishes in an open circuit. With b = μ_n/μ_p,

F_p′ = −bF_n′,  S′ = F_n′ − F_p′ = (1 + b)F_n′.

Let L and R denote the left and right edges of the base. Then

V = F_n(R) − F_p(L) = S_L + F_n(R) − F_n(L)
= S_L + (S_R − S_L)/(1 + b) = (bS_L + S_R)/(1 + b).  (3)

Here S = 2T ln(n/n_i). The voltage is thus set by the edge densities, with the greater weight on the p+ edge because b > 1. If n(x,t) = g(x) exp(−t/τ_HL), both S_L and S_R fall at the rate 2T/τ_HL, and so does V, whatever the shape g.

The time needed to reach such a common decay follows from the particle flux. Since S′ = 2Tn′/n, the electron flux is

−μ_n nF_n′ = −μ_n nS′/(1 + b) = −Dn′,  D = 2Tμ_nμ_p/(μ_n + μ_p) = 17.3 cm²/s.

The density obeys ∂n/∂t = Dn″ − n/τ_HL. For emitters that absorb no carriers, n′ = 0 at the edges, and the solutions are cos(kπx/W) with decay rates 1/τ_HL + k²π²D/W². The uniform part, k = 0, survives longest. The slowest other part dies, relative to it, in the time W²/(π²D) = 0.21 µs.

For the starting profile, take the same ideal emitters, without recombination in them. All current is then carried by holes at the p+ edge and by electrons at the n+ edge. At the former F_n′ = 0, so J = μ_p nF_p′ = −μ_p nS′ and n′ = −J/(2Tμ_p). At the latter F_p′ = 0 and n′ = J/(2Tμ_n). With a total current J flowing, the electron current is μ_n nF_n′ = Dn′ + μ_nJ/(μ_n + μ_p). The added term does not depend on x, so the density equation is unchanged. Its steady form Dn″ = n/τ_HL is solved by

n = A cosh(x/ℓ) + B sinh(x/ℓ),  ℓ = √(Dτ_HL),
B = −Jℓ/(2Tμ_p),  A = [Jℓ/(2Tμ_n) − B cosh(W/ℓ)]/sinh(W/ℓ).

For J = 50 A/cm² and τ_HL = 1 µs, the edge densities are 7.20 × 10¹⁶ cm⁻³ at p+ and 4.95 × 10¹⁶ cm⁻³ at n+.

A numerical solution of the diffusion equation from this profile gives an average slope of 78 mV/µs between 0.05 and 0.15 µs. When the mean density has fallen to 10¹⁶ cm⁻³, at 1.65 µs, the slope is 51.71 mV/µs, against 51.70 from (2). The early excess follows from (3). The mean density starts at 10¹⁶ × exp(1.649) = 5.2 × 10¹⁶ cm⁻³, but the weighted logarithm of the edge densities corresponds to 6.5 × 10¹⁶ cm⁻³. As the profile flattens, the voltage must lose an extra 2T ln(6.5/5.2), about 12 mV. A lifetime taken from this early part would be too short.

**Size of the neglected effects**

*Emitter recombination.* In an emitter the majority density is fixed by doping. The minority density at its edge is therefore proportional to np = n², and so is the flux lost there, written hn². Take h = 10⁻¹⁴ cm⁴/s for each emitter, a rough value. For a uniform plasma the two losses add to the decay rate

2hΔ/W = 0.033 µs⁻¹ at Δ = 10¹⁶ cm⁻³,

where Δ now means the mean density.

The edges lie slightly below the mean. Once the initial transient is over, Dn″ = ∂n/∂t + n/τ_HL ≈ −2hΔ²/W, which is constant across the base. With y measured from the centre, n = n_c − αy² and α = hΔ²/(DW). The edge lies αW²/4 below the centre and the mean αW²/12 below it. The difference is αW²/6, so

n_edge = Δ(1 − a),  a = hΔW/(6D) = 0.58 %.

The mean decays at the rate r = 1/τ_HL + 2hΔ(1 − a)²/W. Because a is proportional to Δ, da/dt = −ra, and the logarithm of the edge density falls at the rate

r − ra/(1 − a) = r(1 − 2a)/(1 − a).

For τ_HL = 1 µs the resulting slope is 53.10 mV/µs. The diffusion calculation with emitter losses gives 53.10 mV/µs when started from the ideal-emitter profile above and 53.12 mV/µs when the on-state also includes the losses, with an edge deficit of 0.59 % in both cases.

*Screening by the plasma.* A carrier attracts opposite charge and repels like charge, which lowers its energy. In a potential φ, the two carrier species respond with the charge density −2Δφ/T to first order. Poisson's equation becomes

∇²φ = κ²φ,  κ² = 8πΔ/(ε_rT).

Around a unit charge φ = exp(−κr)/(ε_r r) = 1/(ε_r r) − κ/ε_r + …, so the surrounding cloud contributes −κ/ε_r at the charge. Building up the charge from zero gives half of this as energy, −κ/(2ε_r) per carrier. A pair is lowered by E_s = κ/ε_r, and

V = 2T ln(Δ/n_i) − E_s.

Since E_s is proportional to Δ^{1/2}, dV/d ln Δ = 2T − E_s/2. At 10¹⁶ cm⁻³ the screening length 1/κ is 28.9 nm and E_s = 4.26 meV, which lowers the slope by 4.1 %. This is a leading-order estimate: its small parameter, E_s/T, is about 0.16.

*Both together.* The measured slope equals (2T − E_s/2) r(1 − 2a)/(1 − a). Dividing out the known factors gives

r = 52/[(51.704 − 2.13) × 0.9942] µs⁻¹ = 1.055 µs⁻¹,
1/τ_HL = 1.055 − 0.033 = 1.022 µs⁻¹,  τ_HL ≈ 0.98 µs.

The two corrections have opposite signs and partly cancel. How far they cancel depends on the density and on the rough value of h: the same reading gives about 0.95 µs for h = 0, 1.01 µs for h = 2 × 10⁻¹⁴ cm⁴/s and 1.3 µs for h = 10⁻¹³ cm⁴/s.

*Smaller effects.* Finite doping changes the slope by 0.2 % for capture times of 0.3 and 0.7 µs. With rough coefficients of 4 × 10⁻³¹ cm⁶/s and 5 × 10⁻¹⁵ cm³/s, Auger and radiative recombination add 4 × 10⁻⁵ and 5 × 10⁻⁵ of the base rate. The Auger coefficient of a high-injection plasma is about four times this value, which still gives only about 2 × 10⁻⁴. Degeneracy changes the slope by about 0.01 % for an effective density of states of 3 × 10¹⁹ cm⁻³ in each band. A 1 MΩ meter on a 0.1 cm² diode draws less than 10⁻⁶ of the recombination current. Temperature matters more: if the diode is really at 310 K, the same slope means 1.03 µs.

**Comparison of the two answers**

The scaling estimate gives 0.50 µs and the solution 0.99 µs. The estimate let one density follow the voltage; in high injection two do. In low injection, as long as the junction charge remains negligible, the estimate becomes the correct formula, but for τ_p instead of τ_HL. The same slope would then mean τ_p = 0.50 µs, and the sum τ_p + τ_n would remain unknown until τ_n was measured.

The assumption that the base dominates recombination becomes worse at higher density. At 5 × 10¹⁶ cm⁻³ the uniform-density emitter rate is 0.167 µs⁻¹ and the edge deficit is a = 2.9 %. If the initial transient is already over, a base lifetime of 1 µs gives the edge decay rate (1 + 0.167 × 0.971²) × 0.942/0.971 = 1.12 µs⁻¹, so it would appear as about 0.89 µs from this effect alone. This case needs a higher forward current: with these emitter losses, 50 A/cm² gives a starting mean of only 4.3 × 10¹⁶ cm⁻³. The coefficient h depends on the emitter design, and this shift grows with it. Lifetime control can also make τ_HL vary with depth; the late slope then gives the decay time of the slowest profile, not a local lifetime. Shallow traps are a further limit. With an effective density of states of 3 × 10¹⁹ cm⁻³, a level 0.16 eV below the conduction band re-emits electrons as fast as it would capture them from a density of about 6 × 10¹⁶ cm⁻³. Call this density n₁. Re-emission replaces τ_HL in (2) by τ_n + τ_p(1 + n₁/Δ). Since n₁ exceeds Δ at the reading, (2) fails for such a level unless τ_p n₁/Δ is small against τ_HL; for capture times of 0.3 and 0.7 µs the slope falls to about a third. For the diode of this problem, read at 10¹⁶ cm⁻³, with deep traps and with h of order 10⁻¹⁴ cm⁴/s, the sized corrections leave the answer at about 1 µs. The values are collected in the numerical output.

Numbers as computed

```
Temperature: 300 K
Thermal voltage kT/e: 25.852 mV
Twice thermal voltage: 51.704 mV
Measured slope magnitude: 52 mV/us
Extracted high-injection lifetime: 0.9943 us
Same lifetime in atomic units: 4.111e+10 a.u.
Lifetime if factor 2 is forgotten: 0.4972 us
Slope for exactly 1 us: 51.70 mV/us
Base width: 60 um
Base doping: 1.0e+14 cm^-3
Intrinsic density (rough): 1.0e+10 cm^-3
Pair density at reading: 1.0e+16 cm^-3
Voltage at reading: 0.7143 V
Electron mobility (rough): 1300 cm2/Vs
Hole mobility (rough): 450 cm2/Vs
Ambipolar diffusivity: 17.28 cm2/s
Slowest diffusion time: 0.211 us
On-current density: 50 A/cm2
On-state density at p+ edge: 7.201e+16 cm^-3
On-state density at n+ edge: 4.948e+16 cm^-3
Model lifetime in simulations: 1 us
Diffusion run: slope at 0.1 us: 78.28 mV/us
Diffusion run: reading time: 1.649 us
Diffusion run: late slope: 51.712 mV/us
Diffusion run: mesh shift: 1.69e-05 %
With emitters: reading time: 1.524 us
With emitters: late slope: 53.102 mV/us
With emitters: formula, uniform density: 53.427 mV/us
With emitters: formula with edge deficit: 53.097 mV/us
Edge deficit, simulated: 0.594 %
Edge deficit, formula: 0.579 %
SRH hole lifetime tau_p: 0.3 us
SRH electron lifetime tau_n: 0.7 us
Poisson run: high-injection slope: 51.803 mV/us
Poisson run: mesh shift: 2.76e-07 %
Lower pair density tested: 3.0e+13 cm^-3
Poisson run: slope at lower density: 68.26 mV/us
Formula: slope at lower density: 68.94 mV/us
Low-injection limit kT/(e tau_p): 86.17 mV/us
Poisson, equal 0.5 us lifetimes, lower density: 51.36 mV/us
Emitter coefficient, each side (rough): 1.0e-14 cm^4/s
Emitter rate at reading: 0.0333 1/us
Emitter rate at 5e16 cm^-3: 0.1667 1/us
Relative permittivity (rough): 11.7
Plasma screening length: 28.9 nm
Pair screening energy: 4.26 meV
Slope change from screening: -4.12 %
Slope change from doping: 0.20 %
Auger rate / base rate: 4.0e-05
Radiative rate / base rate: 5.0e-05
Slope change from degeneracy: 0.012 %
Recombination current density: 9.67 A/cm2
Meter current / recombination (1 Mohm, 0.1 cm2): 7.4e-07
Lifetime if diode is at 310 K: 1.0275 us
Lifetime corrected for emitters and screening: 0.9784 us
```
